# When small, twinned or growing crystals depart from the Wulff shape: verification in Python

```python
"""
Result under test: the Wulff shape of an fcc crystal with {111} and {100}
facets is altered by edge energies (relative shift ~ 1/size, and possible
discontinuous loss of {100}), by a twin plane (at every size) and by growth.

Shape: octahedron |x|+|y|+|z| <= s with six corners cut to depth c; t = c/s.
g1, g2   : energies per area of {111} and {100}
e11, e10 : energies per length of 111/111 and 111/100 edges
t0       : Wulff value of t;  a, b : edge lengths built from e11, e10 and g1
u(Z)     : excess energy of an atom with Z neighbours;  d : neighbour distance
Units: eV and angstrom.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.spatial import ConvexHull, HalfspaceIntersection, cKDTree

R2, R3 = np.sqrt(2.0), np.sqrt(3.0)
N111 = np.array(list(itertools.product([1, -1], repeat=3))) / R3
N100 = np.vstack([np.eye(3), -np.eye(3)])
NORMALS = np.vstack([N111, N100])


# ---------- geometry measured on polyhedra built from half-spaces ----------
def polyhedron(heights, inside=(0.0, 0.0, 0.0), edges=True):
    """Volume, facet areas, and total 111/111 and 111/100 edge lengths."""
    planes = np.column_stack([NORMALS, -heights])
    verts = HalfspaceIntersection(planes, np.array(inside)).intersections
    tol = 1e-7 * np.abs(heights).max()
    on = np.abs(verts @ NORMALS.T - heights) < tol
    areas = np.zeros(len(NORMALS))
    for i, n in enumerate(NORMALS):
        pts = verts[on[:, i]]
        if len(pts) < 3:
            continue
        e1 = np.cross(n, np.eye(3)[np.argmin(np.abs(n))])
        e1 = e1 / np.linalg.norm(e1)
        e2 = np.cross(n, e1)
        rel = pts - pts.mean(axis=0)
        x, y = rel @ e1, rel @ e2
        order = np.argsort(np.arctan2(y, x))
        x, y = x[order], y[order]
        areas[i] = 0.5 * abs(np.sum(x * np.roll(y, -1) - y * np.roll(x, -1)))
    l11 = l10 = 0.0
    if edges:
        for i in range(8):
            for j in range(i + 1, 14):
                pts = verts[on[:, i] & on[:, j]]
                if len(pts) < 2:
                    continue
                length = np.linalg.norm(pts[:, None] - pts[None], axis=2).max()
                if j < 8:
                    l11 += length
                else:
                    l10 += length
    return areas @ heights / 3, areas, l11, l10


def heights_of(s, c):
    return np.concatenate([np.full(8, s / R3), np.full(6, s - c)])


def volume_formula(s, c):
    return 4 * s**3 / 3 - 4 * c**3


for s_try, c_try in [(1.0, 0.2), (3.0, 1.3)]:
    vol, area, l11, l10 = polyhedron(heights_of(s_try, c_try))
    measured = [vol, area[:8].sum(), area[8:].sum(), l11, l10]
    derived = [volume_formula(s_try, c_try),
               4 * R3 * (s_try**2 - 3 * c_try**2), 12 * c_try**2,
               12 * R2 * (s_try - 2 * c_try), 24 * R2 * c_try]
    assert np.allclose(measured, derived, rtol=1e-8)


# ---------- surface and edge energies from atoms ----------
E_COH, D_NN = 3.0, 2.8
OMEGA = D_NN**3 / R2


def u_root(z):
    return E_COH * (1 - np.sqrt(z / 12))


def u_pair(z):
    return E_COH * (1 - z / 12)


def continuum_energies(u):
    gam1 = 2 * u(9) / (R3 * D_NN**2)
    gam2 = u(8) / D_NN**2
    edge11 = (u(7) - 5 * u(9) / 3) / D_NN
    edge10 = (u(7) - 2 * u(9) / 3 - 3 * u(8) / 4) / D_NN
    return gam1, gam2, edge11, edge10


def total_energy(s, c, par):
    gam1, gam2, edge11, edge10 = par
    surf = gam1 * 4 * R3 * (s**2 - 3 * c**2) + gam2 * 12 * c**2
    return surf + edge11 * 12 * R2 * (s - 2 * c) + edge10 * 24 * R2 * c


def cluster(m, k):
    """Coordination numbers of an m-atom-edge octahedron cut by k layers."""
    r = np.arange(-m + 1, m)
    p = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
    size = np.abs(p).sum(axis=1)
    keep = (size <= m - 1) & ((size - m + 1) % 2 == 0)
    keep &= np.abs(p).max(axis=1) <= m - 1 - k
    p = p[keep]
    pairs = cKDTree(p).query_pairs(1.5, output_type='ndarray')
    return np.bincount(pairs.ravel(), minlength=len(p))


par_atoms = continuum_energies(u_root)
par_pair = continuum_energies(u_pair)
assert max(abs(par_pair[2]), abs(par_pair[3])) < 1e-12
rest_root, rest_pair, rest_surface = [], [], []
for m, k in [(8, 2), (14, 4), (20, 3), (20, 6)]:
    coord = cluster(m, k)
    s_m, c_k = m * D_NN / R2, (k + 0.5) * D_NN / R2
    line_excess = len(coord) - volume_formula(s_m, c_k) / OMEGA
    assert abs(line_excess - m / 3 - (k + 0.5) / 2) < 1e-7
    e_root, e_pair = u_root(coord).sum(), u_pair(coord).sum()
    no_edges = par_atoms[:2] + (0.0, 0.0)
    rest_root.append(e_root - total_energy(s_m, c_k, par_atoms))
    rest_surface.append(e_root - total_energy(s_m, c_k, no_edges))
    rest_pair.append(e_pair - total_energy(s_m, c_k, par_pair[:2] + (0, 0)))
vertex = 15 * u_root(9) + 13.5 * u_root(8) - 48 * u_root(7) + 24 * u_root(6)
assert np.allclose(rest_root, vertex, atol=1e-7)
assert np.ptp(rest_pair) < 1e-7
assert np.ptp(rest_surface) > 1.0     # without edge terms the error grows


# ---------- equilibrium with edge energies ----------
g1, g2 = par_atoms[:2]
t0 = 1 - g2 / (R3 * g1)
par_costly = (g1, g2, 0.05, 0.10)


def edge_lengths(par):
    a = np.sqrt(1.5) * par[2] / par[0]
    b = np.sqrt(2 / 3) * (par[3] - par[2]) / par[0]
    return a, b


def cut_ratio(s, par):
    a, b = edge_lengths(par)
    q = 1 + a / s
    return (t0 + np.sqrt(t0**2 - 4 * b * q / s)) / (2 * q)


def measured_energy(heights, volume, par):
    vol, area, l11, l10 = polyhedron(heights)
    scale = (volume / vol) ** (1 / 3)
    surf = par[0] * area[:8].sum() + par[1] * area[8:].sum()
    edge = par[2] * l11 + par[3] * l10
    return scale**2 * surf + scale * edge, scale


rng = np.random.default_rng(4)
for par, size in [(par_atoms[:2] + (0.0, 0.0), 12.0),
                  (par_atoms, 12.0), (par_costly, 60.0)]:
    volume = volume_formula(size, t0 * size)
    best = minimize_scalar(
        lambda t: measured_energy(heights_of(1.0, t), volume, par)[0],
        bounds=(0.2, 0.45), method='bounded', options={'xatol': 1e-9})
    f_best, s_best = measured_energy(heights_of(1.0, best.x), volume, par)
    assert abs(best.x - cut_ratio(s_best, par)) < 1e-4
    for _ in range(30):               # all 14 facets moved independently
        shaken = heights_of(1.0, best.x) * (1 + 0.01 * rng.normal(size=14))
        assert measured_energy(shaken, volume, par)[0] > f_best

a_at, b_at = edge_lengths(par_atoms)
a_co, b_co = edge_lengths(par_costly)
s_shift = abs(a_at + b_at / t0**2) / 0.01
assert abs(abs(cut_ratio(s_shift, par_atoms) / t0 - 1) - 0.01) < 1e-3


def share_length(a, b):
    return (2 * a + 6 * b * t0) / (1 - 3 * t0**3)


for par in (par_atoms, par_costly):
    _, area, l11, l10 = polyhedron(heights_of(50.0, 50.0 * t0))
    share = (par[2] * l11 + par[3] * l10) / (
        g1 * area[:8].sum() + g2 * area[8:].sum())
    assert abs(share * 50.0 / share_length(*edge_lengths(par)) - 1) < 1e-7


# ---------- discontinuous loss of the {100} facets ----------
def gain(S, c):
    """Energy of the cut shape minus that of the equal-volume octahedron."""
    s = (S**3 + 3 * c**3) ** (1 / 3)
    return total_energy(s, c, par_costly) - total_energy(S, 0.0, par_costly)


def best_cut(S):
    return minimize_scalar(lambda c: gain(S, c), method='bounded',
                           bounds=(0.5 * t0 * S, 0.49 * S),
                           options={'xatol': 1e-9})


def undo_prime(sp):
    return (sp + np.sqrt(sp**2 + 4 * a_co * sp)) / 2


S_cross = brentq(lambda S: best_cut(S).fun, 30.0, 60.0)
c_cross = best_cut(S_cross).x
S_cross_formula = undo_prime(16 * b_co / (3 * t0**2))
S_fold = undo_prime(4 * b_co / t0**2)
assert abs(S_cross_formula / S_cross - 1) < 0.03   # terms of order t0**3
for factor, exists in [(0.97, False), (1.03, True)]:
    S = factor * S_fold
    curve = gain(S, np.linspace(0.0, 0.45 * S, 4000))
    assert bool(np.any(np.diff(curve) < 0)) == exists
V_cross = volume_formula(S_cross, 0.0)
s_cross = (S_cross**3 + 3 * c_cross**3) ** (1 / 3)
f_cut = measured_energy(heights_of(s_cross, c_cross), V_cross, par_costly)[0]
f_oct = measured_energy(heights_of(S_cross, -0.3 * S_cross), V_cross,
                        par_costly)[0]
assert abs(f_cut / f_oct - 1) < 1e-7

# ---------- one twin plane ----------
g_twin = 0.002
axis = np.ones(3) / R3
tilt = NORMALS @ axis
wulff_heights = np.concatenate([np.full(8, g1), np.full(6, g2)])
v_wulff = polyhedron(wulff_heights)[0]
half_energy = wulff_heights.copy()
half_energy[np.argmin(tilt)] = g_twin / 2      # contact facet of one half
groups = [np.isclose(tilt, 1 / 3), np.isclose(tilt, -1 / 3),
          np.isclose(tilt, 1 / R3)]


def twin_ratio(factors):
    h = half_energy.copy()
    for group, factor in zip(groups, factors):
        h[group] *= factor
    vol, area, _, _ = polyhedron(h, 0.3 * g1 * axis, edges=False)
    twin = 2 * (area @ half_energy) / (2 * vol) ** (2 / 3)
    return twin / (3 * v_wulff ** (1 / 3))


search = minimize(twin_ratio, [1.07, 0.95, 1.05], method='Nelder-Mead',
                  options={'xatol': 1e-7, 'fatol': 1e-13, 'maxiter': 600})
q_tw = g_twin / (2 * g1)
ratio_twin = (1 + (9 * q_tw - q_tw**3) / (8 * (1 - 3 * t0**3))) ** (1 / 3)
assert abs(search.fun - ratio_twin) < 1e-8
assert np.allclose(search.x, 1.0, atol=1e-3)

# zero-energy twin: lower half turned by 180 degrees about the twin normal
turn = 2 * np.outer(axis, axis) - np.eye(3)
both = np.vstack([NORMALS, NORMALS @ turn.T, axis])
both_h = np.concatenate([wulff_heights, wulff_heights, [0.0]])
common = ConvexHull(HalfspaceIntersection(
    np.column_stack([both, -both_h]), -0.3 * g1 * axis).intersections).volume
displaced = (v_wulff / 2 - common) / v_wulff
assert displaced > 0.01

# ---------- growth with linear kinetics and capillarity ----------
drive, mobility = 0.2, 3.0
s_crit = 2 * R3 * g1 * OMEGA / drive


def facet_mu(s, c):
    mu111 = 2 * R3 * g1 * (s - 3 * t0 * c) / (s**2 - 3 * c**2)
    return mu111, 2 * R3 * g1 * t0 / c


for family, mu in zip([slice(0, 8), slice(8, 14)], facet_mu(1.0, 0.2)):
    values = []
    for step in (1e-4, -1e-4):
        h = heights_of(1.0, 0.2)
        h[family] += step
        vol, area, _, _ = polyhedron(h, edges=False)
        values.append((g1 * area[:8].sum() + g2 * area[8:].sum(), vol))
    slope = (values[0][0] - values[1][0]) / (values[0][1] - values[1][1])
    assert abs(slope / mu - 1) < 1e-5
barrier = minimize_scalar(
    lambda s: drive / OMEGA * volume_formula(s, t0 * s)
    - total_energy(s, t0 * s, (g1, g2, 0.0, 0.0)),
    bounds=(0.3 * s_crit, 1.5 * s_crit), method='bounded')
assert abs(barrier.x / s_crit - 1) < 1e-4

s_seed = 2 * s_crit
stages = s_seed * np.array([1.0, 2.0, 10.0, 100.0, 1000.0])


def grow(ratio):
    def slope(s, c):
        mu111, mu100 = facet_mu(s, c)
        v111 = 1 - OMEGA * mu111 / drive
        v100 = ratio * (1 - OMEGA * mu100 / drive)
        return 1 - v100 / (R3 * v111)
    run = solve_ivp(slope, (stages[0], stages[-1]), [t0 * s_seed],
                    method='LSODA', t_eval=stages, rtol=1e-9, atol=1e-10)
    assert run.success
    return run.y[0]


cuts = grow(mobility)
c_frozen = t0 * s_crit / (1 - R3 / mobility)
assert abs(cuts[-1] / c_frozen - 1) < 5e-3
t_slow = grow(1.0)[-1] / stages[-1]
assert abs(t_slow - (1 - 1 / R3)) < 5e-3

t_kin = 1 - mobility / R3
s_vanish = s_seed * (1 - t0 / t_kin)           # constant velocities
for factor, present in [(0.99, True), (1.01, False)]:
    advance = (factor * s_vanish - s_seed) / R3
    h = heights_of(s_seed, t0 * s_seed)
    h[:8] += advance
    h[8:] += mobility * advance
    assert (polyhedron(h, edges=False)[1][8:].sum() > 0) == present


# ---------- numbers ----------
def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


bohr = constants.physical_constants['Bohr radius'][0] * 1e10
show("cohesive energy", E_COH, "eV", 1)
show("neighbour distance", D_NN, "angstrom", 1)
show("volume per atom", OMEGA, "angstrom^3", 2)
show("g1 (111)", g1, "eV/angstrom^2", 5)
show("g2 (100)", g2, "eV/angstrom^2", 5)
show("Wulff cut ratio t0", t0)
print("Case A: edge energies from the atomic model")
show("A e11", par_atoms[2], "eV/angstrom", 5)
show("A e10", par_atoms[3], "eV/angstrom", 5)
show("A length a", a_at, "angstrom")
show("A length b", b_at, "angstrom")
show("A vertex remainder per cluster", vertex, "eV")
for size in (10.0, 20.0, 50.0):
    show(f"A t at s = {size:.0f} angstrom", cut_ratio(size, par_atoms))
show("A s for 1% shift of t (first order)", s_shift, "angstrom", 1)
show("A s for 1% edge share of energy",
     100 * share_length(a_at, b_at), "angstrom", 1)
print("Case B: costly edges, same facets")
show("B e11", par_costly[2], "eV/angstrom", 2)
show("B e10", par_costly[3], "eV/angstrom", 2)
show("B length a", a_co, "angstrom")
show("B length b", b_co, "angstrom")
for size in (60.0, 100.0, 300.0):
    show(f"B t at s = {size:.0f} angstrom", cut_ratio(size, par_costly))
show("B s for 10% edge share of energy",
     10 * share_length(a_co, b_co), "angstrom", 1)
show("B S where {100} is lost, numerical", S_cross, "angstrom", 2)
show("B same in bohr", S_cross / bohr, "bohr", 1)
show("B same, leading-order formula", S_cross_formula, "angstrom", 2)
show("B cut depth c at the loss", c_cross, "angstrom", 2)
show("B atoms at the loss", V_cross / OMEGA, "", 0)
show("B S where local minimum ends, formula", S_fold, "angstrom", 2)
print("Twin plane")
show("twin energy", g_twin, "eV/angstrom^2", 3)
show("twinned/untwinned energy ratio", ratio_twin, "", 5)
show("volume displaced by zero-energy twin", 100 * displaced, "%", 2)
print("Growth")
show("drive per atom", drive, "eV", 1)
show("mobility ratio K100/K111", mobility, "", 1)
show("critical size s*", s_crit, "angstrom", 2)
show("seed size", s_seed, "angstrom", 2)
show("s where {100} ends, constant velocities", s_vanish, "angstrom", 2)
for s_now, c_now in zip(stages[:4], cuts[:4]):
    print(f"s = {s_now:.1f} angstrom: c = {c_now:.2f} angstrom, "
          f"t = {c_now / s_now:.4f}")
show("limiting cut depth c*", c_frozen, "angstrom", 2)
show("t at the last size for mobility ratio 1", t_slow)
show("limit of t for mobility ratio 1", 1 - 1 / R3)
print("all good")
```

Output:

```
cohesive energy: 3.0 eV
neighbour distance: 2.8 angstrom
volume per atom: 15.52 angstrom^3
g1 (111): 0.05920 eV/angstrom^2
g2 (100): 0.07022 eV/angstrom^2
Wulff cut ratio t0: 0.3152
Case A: edge energies from the atomic model
A e11: 0.01387 eV/angstrom
A e10: 0.00996 eV/angstrom
A length a: 0.2870 angstrom
A length b: -0.0540 angstrom
A vertex remainder per cluster: 0.5309 eV
A t at s = 10 angstrom: 0.3226
A t at s = 20 angstrom: 0.3190
A t at s = 50 angstrom: 0.3167
A s for 1% shift of t (first order): 25.7 angstrom
A s for 1% edge share of energy: 52.1 angstrom
Case B: costly edges, same facets
B e11: 0.05 eV/angstrom
B e10: 0.10 eV/angstrom
B length a: 1.0345 angstrom
B length b: 0.6896 angstrom
B t at s = 60 angstrom: 0.2676
B t at s = 100 angstrom: 0.2882
B t at s = 300 angstrom: 0.3066
B s for 10% edge share of energy: 37.2 angstrom
B S where {100} is lost, numerical: 37.80 angstrom
B same in bohr: 71.4 bohr
B same, leading-order formula: 38.04 angstrom
B cut depth c at the loss: 8.84 angstrom
B atoms at the loss: 4641
B S where local minimum ends, formula: 28.77 angstrom
Twin plane
twin energy: 0.002 eV/angstrom^2
twinned/untwinned energy ratio: 1.00694
volume displaced by zero-energy twin: 6.31 %
Growth
drive per atom: 0.2 eV
mobility ratio K100/K111: 3.0
critical size s*: 15.92 angstrom
seed size: 31.83 angstrom
s where {100} ends, constant velocities: 45.53 angstrom
s = 31.8 angstrom: c = 10.03 angstrom, t = 0.3152
s = 63.7 angstrom: c = 8.78 angstrom, t = 0.1379
s = 318.3 angstrom: c = 11.10 angstrom, t = 0.0349
s = 3183.1 angstrom: c = 11.79 angstrom, t = 0.0037
limiting cut depth c*: 11.87 angstrom
t at the last size for mobility ratio 1: 0.4217
limit of t for mobility ratio 1: 0.4226
all good
```
